# The relativistic Seaton theorem: quantum defects and threshold phase shifts, part 1

(Sections cited here and not found follow in the second part.)

## Problem

An electron moves in a local central potential $V(r)$. Gaussian units are used, with $\zeta=e^2/\hbar c=\alpha$, $a_0=\hbar^2/me^2$, $E_h=e^2/a_0=\zeta^2mc^2$ and $\varepsilon=E-mc^2$. The large and small radial components obey

$$P'=-\frac{\kappa}{r}P+\frac{E-V+mc^2}{\hbar c}\,Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{E-V-mc^2}{\hbar c}\,P,$$

with $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. Assume that $V<0$, that $rV$ is analytic near the origin with $rV\to -Ze^2$, $Z>0$ and $Z\alpha<|\kappa|$, and that $V=-e^2/r$ exactly for $r>r_0$. Let $\gamma=\sqrt{\kappa^2-\zeta^2}$ with $2\gamma$ not an integer. A level whose large component has $n-l-1$ nodes defines the quantum defect $\mu_n$ through

$$E_n=mc^2\left[1+\frac{\zeta^2}{\nu^2}\right]^{-1/2},\qquad \nu=n-|\kappa|+\gamma-\mu_n .$$

For $E>mc^2$, $\delta(E)$ is the asymptotic phase of the regular solution minus that of the regular solution in $-e^2/r$ with the same $\kappa$ and $E$.

(a) Construct two solutions for $r>r_0$ that are analytic in $E$ through $E=mc^2$, and find their behaviour at large $r$.

(b) Express $\mu_n$ and $\delta(E)$ through the coefficients of the regular solution in this basis.

(c) Find the relation between $\lim_{E\to mc^2+}\delta$ and $\mu_\infty=\lim_{n\to\infty}\mu_n$ (the relativistic Seaton theorem of Johnson and Cheng), including the multiple of $\pi$, and compare the energy slopes.

(d) Show how a single integration at $E=mc^2$ gives this limit.

(e) Decide whether the relation holds for the Rydberg defect $\mu_R$, defined by $\varepsilon_n=-E_h/[2(n-\mu_R)^2]$.

(f) Verify the results for the $s_{1/2}$ ($\kappa=-1$) and $p_{1/2}$ ($\kappa=+1$) series of the model
$$V=-\frac{e^2}{r}\left[1+(Z-1)e^{-r/a}\right]\quad(r<r_0),\qquad Z=19,\quad a=0.5\,a_0,\quad r_0=20\,a_0 .$$

## Solution

### (a) The Coulomb pair

**Wronskian identity.** For two solutions define $W(y,z)=P_yQ_z-Q_yP_z$. Differentiating and inserting the radial equations at energies $E_y$, $E_z$, the $\kappa/r$ terms cancel in pairs, the $Q_yQ_z$ terms leave $(E_y-E_z)/\hbar c$, and the $P_yP_z$ terms leave the same:
$$W'=\frac{E_y-E_z}{\hbar c}\,(P_yP_z+Q_yQ_z).\tag{1}$$
At equal energies $W$ is constant.

**Series.** For $V=-e^2/r$ insert $P=\sum_j c_jr^{s+j}$, $Q=\sum_j d_jr^{s+j}$ and collect the power $r^{s+j-1}$:
$$(s+j+\kappa)c_j-\zeta d_j=\frac{E+mc^2}{\hbar c}d_{j-1},\qquad \zeta c_j+(s+j-\kappa)d_j=-\frac{\varepsilon}{\hbar c}c_{j-1}.$$
The determinant is $(s+j)^2-\kappa^2+\zeta^2$. It must vanish at $j=0$, so $s=\pm\gamma$ and $c_0=\zeta d_0/(s+\kappa)$. For $j\ge1$ it equals $j(j+2s)$, which is nonzero for both signs because $2\gamma$ is not an integer. Call the two solutions $y_s$, or $y_\pm$, and fix them by
$$Q\to\frac{(2r/a_0)^s}{\Gamma(2s+1)}\qquad(r\to0).$$
This start does not depend on $E$, so $c_j,d_j$ are real polynomials in $E$. The inverse of the recurrence matrix has entries of order $1/j$, so the series converges like an exponential series, uniformly for bounded $E$. Hence $y_\pm$ are entire in $E$ at fixed $r$, and real for real $E$. Evaluating the constant Wronskian at $r\to0$, where $r^\gamma r^{-\gamma}=1$,
$$W(y_+,y_-)=\zeta d_0^+d_0^-\left[\frac1{\kappa+\gamma}-\frac1{\kappa-\gamma}\right]=-\frac{2\gamma}{\zeta}\,\frac{1}{\Gamma(1+2\gamma)\Gamma(1-2\gamma)}=-\frac{\sin2\pi\gamma}{\pi\zeta},$$
where $\kappa^2-\gamma^2=\zeta^2$ and the reflection formula $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ were used. It is nonzero and independent of $E$.

The regular solution $u$ of the full problem, started as $P\to \mathrm{sgn}(\kappa)\,r^{\sqrt{\kappa^2-Z^2\alpha^2}}$ (the sign of the leading coefficient $\zeta d_0/(\gamma+\kappa)$ of $P$ in $y_+$), is entire in $E$ by the same argument near the origin; Picard iteration from there, whose iterates are entire in $E$ and converge uniformly for bounded $E$, carries this property out to $r_0$. For $r>r_0$,
$$u=A\,y_++B\,y_-,\qquad A=\frac{W(u,y_-)}{W(y_+,y_-)},\qquad B=\frac{W(y_+,u)}{W(y_+,y_-)},\tag{2}$$
so $A(E)$ and $B(E)$ are real, entire, and never both zero. The core enters only through them, and nothing in them marks the threshold.

**Closed form.** For $|E|<mc^2$ set
$$\lambda=\frac{\sqrt{m^2c^4-E^2}}{\hbar c},\quad \rho=2\lambda r,\quad \nu=\frac{\zeta E}{\hbar c\lambda},\quad N=\frac{\zeta mc^2}{\hbar c\lambda}=\frac1{a_0\lambda},\quad t=\frac{\hbar c\lambda}{mc^2+E}=\frac{mc^2-E}{\hbar c\lambda}.$$
Then $N^2-\nu^2=\zeta^2$, and solving $\nu^2=\zeta^2E^2/(m^2c^4-E^2)$ for $E>0$ returns the Sommerfeld form of the problem, so this $\nu$ is the $\nu$ defined there. Also $\zeta(1/t+t)=2N$ and $\zeta(1/t-t)=2\nu$. Write $P=e^{-\rho/2}F_+/t$ and $Q=e^{-\rho/2}F_-$ with $F_\pm=F_1\pm F_2$. Multiply the first radial equation by $t/2\lambda$ and the second by $1/2\lambda$; with $t(E+mc^2)/\hbar c=\lambda$ and $(mc^2-E)/\hbar ct=\lambda$, and a prime now meaning $d/d\rho$,
$$F_+'-\tfrac12F_+=\tfrac12F_-+\frac{-\kappa F_++\zeta tF_-}{\rho},\qquad F_-'-\tfrac12F_-=\tfrac12F_++\frac{\kappa F_--\zeta F_+/t}{\rho}.$$
In the sum, $\zeta(tF_--F_+/t)=-2\nu F_1-2NF_2$ and $-\kappa(F_+-F_-)=-2\kappa F_2$. In the difference, $\zeta(tF_-+F_+/t)=2NF_1+2\nu F_2$, $-\kappa(F_++F_-)=-2\kappa F_1$, and the terms without $1/\rho$ cancel. With $\vartheta=\rho\,d/d\rho$,
$$(\vartheta-\rho+\nu)F_1=-(N+\kappa)F_2,\qquad(\vartheta-\nu)F_2=(N-\kappa)F_1 .$$
Applying $\vartheta-\rho+\nu$ to the second equation and using $N^2-\nu^2-\kappa^2=-\gamma^2$ gives
$$\vartheta^2F_2-\rho(\vartheta-\nu)F_2-\gamma^2F_2=0.\tag{3}$$
Putting $F_2=\rho^sf$ replaces $\vartheta$ by $\vartheta+s$ and gives $\vartheta(\vartheta+2s)f=\rho(\vartheta+s-\nu)f$, which is Kummer's equation with parameters $s-\nu$ and $2s+1$. Its series solution is $M(s-\nu,2s+1,\rho)$. Comparing series term by term shows $(\vartheta+b)M(b,b',\rho)=b\,M(b+1,b',\rho)$, which yields $F_1$:
$$F_2=C_s(N-\kappa)\rho^sM(s-\nu,2s+1,\rho),\qquad F_1=C_s(s-\nu)\rho^sM(s-\nu+1,2s+1,\rho).$$
At the origin $Q\to C_s\rho^s(s+\kappa-\nu-N)$, and $2r/a_0=\rho N$, so the chosen normalisation requires $C_s=N^s/[\Gamma(2s+1)(s+\kappa-\nu-N)]$.

**Large $r$.** Use
$$M(b,b',z)\simeq\frac{\Gamma(b')}{\Gamma(b)}e^zz^{b-b'}+\frac{\Gamma(b')}{\Gamma(b'-b)}(-z)^{-b}.$$
The $e^\rho$ term of $F_1$ carries the power $\rho^{s+(s-\nu+1)-(2s+1)}=\rho^{-\nu}$ and the coefficient $C_s\Gamma(2s+1)(s-\nu)/\Gamma(s-\nu+1)=C_s\Gamma(2s+1)/\Gamma(s-\nu)$. The $e^\rho$ term of $F_2$ is smaller by $1/\rho$. The other term behaves as $\rho^{\nu}$ in $F_2$ and $\rho^{\nu-1}$ in $F_1$. Therefore
$$Q_{y_s}\simeq G_s\,\rho^{-\nu}e^{\rho/2}+(\text{const})\,\rho^{\nu}e^{-\rho/2},\qquad G_s=\frac{N^s}{\Gamma(s-\nu)\,(s+\kappa-\nu-N)} .\tag{4}$$
Reflection in the form $1/\Gamma(z)=\Gamma(1-z)\sin\pi z/\pi$ gives $G_s=N^s\Gamma(1+\nu-s)\sin\pi(\nu-s)/[\pi(\nu+N-s-\kappa)]$, two signs having cancelled. Hence
$$\frac{G_-}{G_+}=R\,\frac{\sin\pi(\nu+\gamma)}{\sin\pi(\nu-\gamma)},\qquad R=N^{-2\gamma}\,\frac{\Gamma(1+\nu+\gamma)}{\Gamma(1+\nu-\gamma)}\,\tau(\nu),\qquad\tau=\frac{\nu+N-\gamma-\kappa}{\nu+N+\gamma-\kappa}.\tag{5}$$
The rapid dependence on $\nu$ sits in the sines. For $\nu>\gamma$ one has $N>|\kappa|$, so every factor of $R$ is positive.

### (b) Defect and phase in terms of $A$ and $B$

**Bound states.** A level requires the growing part of $u$ to vanish, $AG_++BG_-=0$. For $\nu>\gamma$ the prefactor of $\sin\pi(\nu-\gamma)$ in $G_+$ is positive and can be divided out:
$$A\sin\pi(\nu-\gamma)+BR\sin\pi(\nu+\gamma)=0 .$$
Define $D>0$ and $\sigma(E)$ by
$$A+BR\,e^{2\pi i\gamma}=D\,e^{i\pi\sigma}.\tag{6}$$
The left side cannot vanish: its imaginary part vanishes only for $B=0$, and then $A\ne0$. The level condition is the imaginary part of $e^{i\pi(\nu-\gamma)}$ times (6), so it reads $D\sin\pi(\nu-\gamma+\sigma)=0$, that is, $\nu-\gamma+\sigma(E)$ is an integer. Since $\nu-\gamma+\mu_n=n-|\kappa|$ by definition, $\mu_n=\sigma(E_n)$ modulo 1, or
$$\cot\pi\mu_n=\frac{A/(BR)+\cos2\pi\gamma}{\sin2\pi\gamma}.\tag{7}$$
This is exact for every level with $\nu>\gamma$.

**Continuum.** For $E>mc^2$ let $\hbar ck=\sqrt{E^2-m^2c^4}$ and take $\lambda=-ik$. The closed form solves the same equations with the same start, so it still equals $y_s$, provided $\rho^sN^s=(2r/a_0)^s$; this holds for principal powers because $\rho=-2ikr$ has argument $-\pi/2$ and $N=i/ka_0$ has argument $+\pi/2$. Now $\nu=i\eta$ with $\eta=\zeta E/\hbar ck>0$, and
$$\rho^{-\nu}e^{\rho/2}=e^{-i\eta(\ln2kr-i\pi/2)}e^{-ikr}=e^{-\pi\eta/2}e^{-i\Phi},\qquad\Phi=kr+\eta\ln2kr .$$
The first term of (4) is the incoming wave and the second varies as $e^{+i\Phi}$. Since $Q$ is real, the second is the complex conjugate of the first, and a solution with coefficient $G$ has $Q\simeq2|G|e^{-\pi\eta/2}\cos(\Phi-\arg G)$. The equation $Q'\simeq-(\varepsilon/\hbar c)P$ then gives $P\propto+\sin(\Phi-\arg G)$, with the same shift. The regular Coulomb function has phase $-\arg G_+$ and $u$ has phase $-\arg(AG_++BG_-)$, so
$$\delta=-\arg\left(A+B\,G_-/G_+\right).\tag{8}$$

To evaluate $G_-/G_+$, let $\chi=e^{-2\pi\eta}$. Writing the sines as exponentials and factoring out the large ones,
$$\frac{\sin\pi(i\eta+\gamma)}{\sin\pi(i\eta-\gamma)}=\frac{e^{-\pi\eta+i\pi\gamma}-e^{\pi\eta-i\pi\gamma}}{e^{-\pi\eta-i\pi\gamma}-e^{\pi\eta+i\pi\gamma}}=e^{-2\pi i\gamma}\,\frac{1-\chi e^{2\pi i\gamma}}{1-\chi e^{-2\pi i\gamma}} .\tag{9}$$
The phase of $R$ follows from an identity. Put $a_1=\nu-\gamma$, $b_1=\nu+\gamma$, $c_1=N-\kappa$, $d_1=N+\kappa$. Then $a_1b_1=c_1d_1$, because $\nu^2-\gamma^2=N^2-\kappa^2$. Also $\tau(\nu)=(a_1+c_1)/(b_1+c_1)$, and reversing the signs of $\nu$ and $N$ together gives $\tau(-\nu)=(b_1+d_1)/(a_1+d_1)$. Multiplying out and replacing $c_1d_1$ by $a_1b_1$, both $b_1(a_1+c_1)(a_1+d_1)$ and $a_1(b_1+c_1)(b_1+d_1)$ equal $a_1b_1(a_1+b_1+c_1+d_1)$. Hence
$$\frac{\nu+\gamma}{\nu-\gamma}\,\tau(\nu)=\tau(-\nu).\tag{10}$$
For imaginary $\nu$ and $N$, complex conjugation reverses both signs. In $R/R^*$ the powers of $N$ give $e^{-i\pi\gamma}/e^{i\pi\gamma}$, the four gamma functions give $(\nu+\gamma)\sin\pi(\nu-\gamma)/[(\nu-\gamma)\sin\pi(\nu+\gamma)]$ by reflection, the rational factors cancel by (10), and (9) leaves $R/R^*=(1-\chi e^{-2\pi i\gamma})/(1-\chi e^{2\pi i\gamma})$. With $\varphi=\arg(1-\chi e^{2\pi i\gamma})$ this says $\arg R=-\varphi$ modulo $\pi$. Near threshold $R$ is close to 1, as part (c) shows, so $R=|R|e^{-i\varphi}$. The fraction in (9) is $e^{2i\varphi}$, so $G_-/G_+=|R|e^{-2\pi i\gamma+i\varphi}$, and conjugating inside (8),
$$\delta=\arg\left(A+B|R|\,e^{2\pi i\gamma-i\varphi}\right).\tag{11}$$
This has the form of (6) apart from $\varphi$, which is of order $e^{-2\pi\eta}$. The quantity in brackets cannot vanish either: $e^{-i\varphi}$ is a positive multiple of $1-\chi e^{-2\pi i\gamma}$, so $e^{2\pi i\gamma-i\varphi}$ is a positive multiple of $e^{2\pi i\gamma}-\chi$, whose imaginary part is $\sin2\pi\gamma\ne0$. The imaginary part of the bracket therefore vanishes only for $B=0$, and then $A\ne0$.

### (c) The threshold limit

**Behaviour of $R$.** Stirling's series with Bernoulli polynomials $B_k$, uniform for $|\arg z|\le\pi/2$, is
$$\ln\Gamma(z+b)\sim(z+b-\tfrac12)\ln z-z+\tfrac12\ln2\pi+\sum_{k\ge1}\frac{(-1)^{k+1}B_{k+1}(b)}{k(k+1)z^k}.$$
The sector contains both the real $\nu$ of the levels and the imaginary $\nu$ of the continuum. It gives $\ln R\sim-2\gamma\ln(N/\nu)+S(\nu)+\ln\tau(\nu)$, where $S$ is the sum with $B_{k+1}(1+\gamma)-B_{k+1}(1-\gamma)$ in the numerator. All three terms vanish as $|\nu|\to\infty$, so $R\to1$ from both sides.

The series is even in $1/\nu$. The first term is, since $N/\nu=(1+\zeta^2/\nu^2)^{1/2}$. For the rest, $B_k(1-x)=(-1)^kB_k(x)$ turns the numerator into $(-1)^{k+1}[B_{k+1}(-\gamma)-B_{k+1}(\gamma)]$, and reversing $\nu$ adds a factor $(-1)^k$. So $S(-\nu)=S_0(\nu)$, the sum with numerator $B_{k+1}(\gamma)-B_{k+1}(-\gamma)$, which belongs to $\Gamma(\nu+\gamma)/\Gamma(\nu-\gamma)$. From $\Gamma(1+z)=z\Gamma(z)$, $S=S_0+\ln[(\nu+\gamma)/(\nu-\gamma)]$. With (10), $S(-\nu)+\ln\tau(-\nu)=S(\nu)+\ln\tau(\nu)$. Because $1/\nu^2=(m^2c^4-E^2)/\zeta^2E^2=-2\varepsilon/E_h+O(\varepsilon^2)$ is analytic in $\varepsilon$, $R$ has one asymptotic power series in $\varepsilon$ for both signs of $\varepsilon$.

The first coefficient collects as follows. The $N/\nu$ term gives $-\gamma\zeta^2/\nu^2$. With $B_2(x)=x^2-x+\tfrac16$ and $B_3(x)=x^3-\tfrac32x^2+\tfrac12x$ the numerators are $2\gamma$ and $2\gamma^3+\gamma$, so $S=\gamma/\nu-(2\gamma^3+\gamma)/6\nu^2+\dots$. With $\nu+N=2\nu+O(1/\nu)$, $\ln\tau=\ln[1-(\gamma+\kappa)/2\nu]-\ln[1+(\gamma-\kappa)/2\nu]+O(\nu^{-3})=-\gamma/\nu-\gamma\kappa/2\nu^2+\dots$. The $1/\nu$ terms cancel, and
$$\left.\frac{dR}{d\varepsilon}\right|_0=\frac{2\gamma}{E_h}\left[\zeta^2+\frac{2\gamma^2+1}{6}+\frac\kappa2\right].\tag{12}$$

**The theorem modulo $\pi$.** As $E\to mc^2$ from either side, $R\to1$, $\varphi\to0$, and $A,B$ are continuous. Equations (6) and (11) both tend to the argument of $A+Be^{2\pi i\gamma}$ at threshold:
$$\cot\delta(mc^2+)=\cot\pi\mu_\infty=\frac{A/B+\cos2\pi\gamma}{\sin2\pi\gamma}.\tag{13}$$
Since $\chi$ vanishes faster than any power of $\varepsilon$ (because $\eta\simeq\sqrt{E_h/2\varepsilon}$), $|R|$ and $R$ share their series, and so do $\delta(E)/\pi$ and $\sigma(E)$. In particular the slope of $\mu_n$ against $\varepsilon_n$ and the slope of $\delta/\pi$ agree at threshold.

We have shown that $\delta(mc^2+)$ and $\pi\mu_\infty$ agree modulo $\pi$, and that the energy slopes of $\mu_n$ and $\delta/\pi$ agree at threshold. It remains to fix the multiple of $\pi$, obtain the limit from a single integration at $E=mc^2$, decide the case of the Rydberg defect, and verify the results for the model.
